\section*{Infrequent Metadynamics on a Double Well: Rate, Poisson Test and Deposition Error, part 2}

An overdamped particle with diffusion coefficient $D$ moves in $W=V+U$, $V=V_0(x^2/a^2-1)^2$, from $-a$ to absorption at $b=+a$. The algebra uses atomic units with $k_B=1$, $\beta=1/T$; $\eta=\beta V_0$. At times $k\tau$ a surviving particle at $x_k$ adds a hill $h_kG(y-x_k)$ to the bias $U$, giving $U_k$, with $G(u)=e^{-u^2/2\sigma^2}$, $h_k=h_0\,e^{-\beta U_{k-1}(x_k)/(\gamma-1)}$. A run yields $S=\int e^{\beta U}dt$, with mean $\bar S$ over runs; the rate estimate is $1/\bar S$. $T_0$ is the unbiased mean absorption time, and $Z(y)=\int_{-\infty}^ye^{-\beta V}dz$.

For frozen $U$, $g_U(x)$ is the mean of $S$ from $x$, and
\begin{equation}
\frac{\langle S\rangle}{T_0}=\int_{-a}^bw(y)\,e^{\beta U(y)}dy\ \ge1,\qquad w(y)=\frac{e^{\beta V(y)}Z(y)}{DT_0},\qquad\int_{-a}^bw\,dy=1 .
\label{w}
\end{equation}
The well-plus-barrier bias of (b) has Gaussians of $0.10$ eV at $-a$ and $0.03$ eV at $0$, width $0.15$ \AA.

For adaptive bias, with $W_{k-1}=V+U_{k-1}$,
\begin{equation}
\Delta_k=g_{U_k}(x_k)-g_{U_{k-1}}(x_k)
=\frac1D\int_{x_k}^b\left(e^{\beta h_kG(y-x_k)}-1\right)e^{\beta W_{k-1}(y)}Z(y)\,dy ,
\label{Delta}
\end{equation}
\begin{equation}
\langle S\rangle=T_0(1+\varepsilon),\qquad\varepsilon=\frac{1}{T_0}\Big\langle\sum_k\Delta_k\Big\rangle .
\label{id}
\end{equation}
\begin{equation}
\frac{1/\langle S\rangle-1/T_0}{1/T_0}=-\frac{\varepsilon}{1+\varepsilon}.
\label{rate}
\end{equation}

In the clock $S$ the slowest mode $\phi_1$, with rate $\tilde\lambda_1$, obeys
\begin{equation}
\phi_1(x)=\frac{\tilde\lambda_1}{D}\int_x^bdy\,e^{\beta W(y)}\int_{-\infty}^ydz\,e^{-\beta V(z)}\phi_1(z).
\label{phi}
\end{equation}
The real-time form, from $L_W\phi=De^{\beta W}(e^{-\beta W}\phi')'=-\lambda\phi$, has $\lambda_1$ and $e^{-\beta W}$ instead. $Z_W=\int_{-\infty}^0e^{-\beta W}$; $I_b$ is the integral of $e^{\beta W}$ over the barrier. By (d), $S$ is nearly exponential for frozen $U$ if $W$ keeps a barrier of several $k_BT$; for slow deposition, growing bias on the barrier makes the hazard fall.

Parameters: $V_0=0.25$ eV, $a=1$ \AA, $T=300$ K, $D=0.1$ \AA$^2$/ps, $h_0=0.01$ eV, $\sigma=0.125$ \AA, $\gamma=10$; $\eta=9.670$, $\beta h_0=0.387$, $T_0=19018$ ps. Simulations use a lattice of spacing $\delta x=0.0625$ \AA, on which (\ref{id}) is proved.

\section*{(e) The Kolmogorov--Smirnov test}

\emph{Question.} The empirical distribution $F_n$ of $n$ values of $S$ is compared with an exponential whose mean is the sample mean $\bar s$. May the tabulated KS $p$-value be used? Does acceptance bound the error of the rate?

\emph{Answer.} The statistic is
\begin{equation}
D_n=\sup_s\left|F_n(s)-1+e^{-s/\bar s}\right|,
\end{equation}
attained at a sorted value $s_{(i)}$, where $F_n$ steps from $(i-1)/n$ to $i/n$. The tabulated law holds for a reference curve fixed in advance. The fitted curve is tied to the data: $\int_0^\infty(1-F_n)\,ds=\bar s=\int_0^\infty e^{-s/\bar s}ds$, so the deviation integrates to zero in each sample, and one component of the fluctuation is removed. The correct null law is found from a scaling property. Under $s_i\to cs_i$ also $\bar s\to c\bar s$, the ratios $s_i/\bar s$ are unchanged, and so is $D_n$. The null law therefore depends on $n$ alone and can be sampled from unit exponentials; the calibrated $p$ is the fraction of such samples with a larger $D_n$. For $n=500$ the $5\%$ critical value falls from $0.0604$ (tabulated) to $0.0489$. On true exponential samples the rejection fractions, each tested, are $0.049$ with the mean known, $0.005$ with the mean fitted and the table used, and $0.048$ with the calibrated value on fresh samples of another scale. The table is too lenient, by a factor of about eight in false rejections at this level: the fraction $0.005$ rests on 20 events, and a larger sample gives $0.006$.

The same scaling answers the second question: $D_n$ carries no information on the mean. A frozen bias on the barrier shows that no bound exists: by (\ref{w}) raising it increases $\langle S\rangle/T_0$ without limit, while it also raises the barrier of $W$, so the argument of (d) for an exponential law still holds. The well-plus-barrier bias of (b) is one case. There $\langle S\rangle=2.30\,T_0$, while the law of $S$ differs from an exponential by $1\times10^{-4}$, far below $0.0489$. The test can detect a hazard that varies within or between runs, if the variation is large enough for the sample size, and misses a hazard that is uniformly wrong.

\section*{(f) The error for slow deposition}

\emph{Question.} Derive how $\varepsilon$ depends on $\tau$, $h_0$ and $\sigma$ when $\tau$ is long against relaxation in the well. Treat also $\tau\gg T_0$.

\emph{Answer.} At a deposition a surviving particle follows the slowest-decaying solution $\rho_U$ of the Fokker--Planck equation. Its operator is $L_W^\dagger\rho=D(e^{-\beta W}(e^{\beta W}\rho)')'$, and $\rho=e^{-\beta W}\phi$ gives $L_W^\dagger\rho=e^{-\beta W}L_W\phi$, so $\rho_U\propto e^{-\beta W}\phi_1$. Let $\delta_U(y)$ be the jump (\ref{Delta}) for a hill at $y$, of height $h(y)$. The mean-field closure replaces the random bias by one advanced with the $\rho$-averaged hill:
\begin{align}
P_k&=P_{k-1}e^{-\lambda_1(U_{k-1})\tau},\qquad\varepsilon_{\rm qs}=\frac1{T_0}\sum_kP_k\int\rho_{U_{k-1}}\delta_{U_{k-1}}\,dy,\nonumber\\
U_k(z)&=U_{k-1}(z)+\int\rho_{U_{k-1}}(y)\,h(y)\,G(z-y)\,dy .
\label{qs}
\end{align}
It has no fitted parameter and neglects differences of $U$ between runs.

For the scaling, replace the inner integral in the real-time form of (\ref{phi}) by $Z_W$. Then $\phi_1(y)\simeq q(y)=\int_y^be^{\beta W}/I_b$, close to $1$ in the well and equal to the probability of returning there before absorption, and $\rho_U=e^{-\beta W}q/Z_W$. To leading order in $\varepsilon$ the barrier integral $I_b$ is that of $V$, so $\lambda_1=D/Z_WI_b$ and $T_0=Z(0)I_b/D$. These give $1/(Z_WT_0)=(\lambda_1I_b/D)\,D/(Z(0)I_b)=\lambda_1/Z(0)$, and therefore $\int\rho_U\delta_U\,dy/T_0=\lambda_1t_c[U]$ with
\begin{equation}
t_c[U]=\frac1D\int dy\,q(y)\int_y^bdz\,e^{\beta(W(z)-W(y))}\left(e^{\beta h(y)G(z-y)}-1\right)\frac{Z(z)}{Z(0)} .
\label{tc}
\end{equation}
If many hills precede escape, $\lambda_1\tau\ll1$, then $\sum_k\to\int dt/\tau$. As $\lambda_1P\,dt$ is the normalised density of the escape time,
\begin{equation}
\varepsilon\simeq\frac{\langle t_c\rangle}{\tau},
\end{equation}
with $t_c$ averaged over the bias in force at escape. The overall factor $e^{\eta}$ of $T_0$ has dropped out: a hill high on the flank is rare as $e^{-\beta W(y)}$ but costly as $e^{+\beta W(z)}$, and only the rise $W(z)-W(y)$ within the reach of a hill remains. That rise still grows with the barrier. At fixed $\sigma$ and $\beta h$, $t_c$ for $U=0$ is about $1.2$, $3.2$, $17$ and $170$ ps at $\eta=5$, $9.67$, $15$ and $20$.

For $\beta h\ll1$ and a uniform slope $F$, $W(z)-W(y)=Fu$ with $u=z-y$. With $\kappa=\beta F\sigma$, completing the square, $\beta Fu-u^2/2\sigma^2=\kappa^2/2-(u-\kappa\sigma)^2/2\sigma^2$, gives for the inner integral (with $Z(z)=Z(0)$)
\begin{equation}
\beta h\,\sigma\sqrt{\pi/2}\;e^{\kappa^2/2}\left[1+\operatorname{erf}(\kappa/\sqrt2)\right].
\label{slope}
\end{equation}
At a given shape of $W$ the error thus scales with $h/\tau$, and with the deposited area per time $h\sigma/\tau$ where $\kappa\ll1$; where $\kappa\gtrsim1$ it grows faster than $\sigma$. For $F=0$ over a length $a$ the scale is $t_c=0.387\times0.125\times1.253\times1/0.1=0.61$ ps. An uphill slope raises it. The steepest slope of $V$ between the well and the barrier, from $V''=0$ at $x=-a/\sqrt3$, is $8V_0/3\sqrt3\,a$, so $\kappa\le9.670\times1.540\times0.125=1.86$ on the bare flank, and the local enhancement in (\ref{slope}) is bounded there by about $11$.

For $\tau\gg T_0$ the sum in (\ref{qs}) is dominated by its first term, with $P_1=e^{-\tau/T_0}$, and $\varepsilon$ vanishes exponentially, while the speed-up tends to $1$. The form $\langle t_c\rangle/\tau$ belongs to the window between the relaxation time and the biased escape time. It is not a pure $1/\tau$ law, since $\langle t_c\rangle$ depends on the bias at escape: the closure (\ref{qs}) gives $\varepsilon\tau\approx1.0$, $1.3$, $1.65$ and $2.0$ ps at $\tau=10$, $40$, $160$ and $640$ ps.

\section*{(g) Reading the simulation}

\emph{Question.} From 500 lattice runs at each of five $\tau$, state the recovered rate, the error as $\tau$ falls, and what the KS test detects.

\emph{Answer.} The rate error is (\ref{rate}), relative to $1/T_0$, with $\varepsilon$ the run average of $\sum\Delta_k/T_0$.
\begin{center}
\begin{tabular}{rrrrr}
$\tau$ (ps) & $\varepsilon$ & $\varepsilon_{\rm qs}$ & rate error & $D_n$\\
40 & $0.033\pm0.002$ & 0.032 & $-3\%$ & 0.036\\
10 & $0.104\pm0.005$ & 0.102 & $-9\%$ & 0.050\\
2.5 & $0.330\pm0.013$ & 0.348 & $-25\%$ & 0.079\\
0.625 & $1.36\pm0.07$ & 1.56 & $-58\%$ & 0.210\\
0.156 & $7.7\pm0.6$ & 20 & $-88\%$ & 0.356
\end{tabular}
\end{center}
At $\tau=40$ ps a run lasts $1025.5$ ps on average, a speed-up of $19018/1025.5=18.5$, with about 25 hills. The result $\bar S/T_0=1.055\pm0.049$ gives $0.0498$ ns$^{-1}$ with a relative standard error $0.049/1.055=4.6\%$, about $0.002$ ns$^{-1}$, against $0.0526$ ns$^{-1}$. The gap is $0.055/0.049=1.1$ standard errors. An exponential has standard deviation equal to its mean, so the expected noise is $1/\sqrt{500}=4.5\%$. The systematic part, $3.3\%$ of $T_0$, lies below the noise; the two become equal near $1/0.0332^2\approx900$ runs. The rate is recovered in this sense and no stronger one. Here the calibrated $p=0.28$ accepts the exponential.

Identity (\ref{id}) demands $\bar S/T_0-\varepsilon=1$, where $S$ comes from the trajectory and $\Delta_k$ from the formula. The four slower sets give $1.022\pm0.048$, $1.004\pm0.052$, $0.986\pm0.063$ and $2.338-1.362=0.976\pm0.132$. The fastest gives $7.085-7.651=-0.566\pm0.465$, which is $1.566/0.465=3.4$ standard errors below $1$. This is inside the tested limit of four, but it would be a very unlikely deviation for a Gaussian mean, and the estimate of $T_0$ is negative and useless. Since (\ref{id}) is proved for the lattice, the gap is read as a sampling effect; rare runs with very large $S$ are undersampled, which lowers the mean and its apparent error together. A sample of $10^4$ runs at this $\tau$ contains values of $S$ above $10^3\,T_0$ and gives $\bar S/T_0-\varepsilon=0.94\pm0.27$. The entries for that $\tau$ fix the size only roughly, as two estimates of the same quantity show: $\langle S\rangle/T_0$ is $7.1\pm0.8$ directly and $8.7\pm0.6$ from $1+\varepsilon$. Both are low and their errors are understated: the larger sample gives $\varepsilon=9.7\pm0.2$ and $\bar S/T_0=10.6\pm0.4$, a rate error of $-91\%$.

The slowest relaxation time of the bare potential is $1/\lambda_2=T_0/(6.356\times10^4)=0.30$ ps on this lattice ($0.29$ ps on a finer one). That mode lives on the barrier side (harmonic estimate $a^2/4\eta D=0.26$ ps); relaxation inside the well is faster, about $0.17$ ps (harmonic estimate $a^2/8\eta D=0.13$ ps). The time is about $a^2/\pi^2D=1$ ps for a flat interval of length $a$. The quasi-static theory should hold at 40 and 10 ps, where it was tested and agrees within one standard error. It is high, relative to the simulated $\varepsilon$, by $5\%$ at $2.5$ ps, $15\%$ at $0.625$ ps and a factor $2.6$ ($2.1$ against the larger sample) at $0.156$ ps, where its premise fails. The slope between the two slowest sets is $\ln(0.0332/0.1035)/\ln4=-0.82$, against $-0.83$ from (\ref{qs}); it is not $-1$ because $t_c=\varepsilon\tau$ drops from $1.33$ to $1.04$ ps. Both values are of the order of the flat scale $0.61$ ps. That scale takes the length as $a$, the height as $h_0$ and linearises in $\beta h$, so the excess over it is not a test of the uphill enhancement in (\ref{slope}). Faster deposition ends with more hills (38 against 25); that the higher fill lowers $t_c$ by shortening the steep flank and tempering $h$ is a conjecture, since the two effects were not separated. The drop continues to $2.5$ ps and then stops: $\varepsilon\tau$ is $0.82$, $0.85$ and $1.2$ ps for the three faster sets. The last value rests on the undersampled fastest set, where $\bar S/T_0-1=6.085$ gives $0.95\pm0.13$ ps instead; 500 runs do not fix the final rise, but the sample of $10^4$ runs shows it, with $\varepsilon\tau=1.52\pm0.04$ ps. The form $\langle t_c\rangle/\tau$ was derived to leading order in $\varepsilon$ and does not apply once $\varepsilon\gtrsim1$; the closure (\ref{qs}) also turns upward there, with $\varepsilon_{\rm qs}\tau=0.87$, $0.98$ and $3.1$ ps. From 40 to 10 ps the speed-up gains a factor $48.8/18.5=2.6$ and $\varepsilon$ a factor $3.1$.

At 10 ps, $D_n=0.0495$ falls between the two critical values: the table accepts ($p=0.17$) a set whose mean time is $11\%$ too long relative to $T_0$, and the calibrated test rejects it narrowly at the $5\%$ level ($p=0.043$). That verdict is marginal and rests on one sample. At $2.5$ ps and below no calibration sample reached the observed $D_n$, so the printed $p$ is the resolution floor $0.00025$ and not a measured value. Acceptance at the slowest $\tau$, rejection at the fastest and the monotone growth of $\varepsilon$ were tested. In these runs $D_n$ rises with $\varepsilon$, which for the slower sets is the direction expected from the falling hazard of (d); by (e) the link belongs to this model and protocol, and a small $D_n$ does not certify a small $\varepsilon$.

\section*{Calculated quantities}
\begin{verbatim}
V0 0.25 eV, a 1.0 A, T 300 K, D 0.1 A^2/ps, runs per tau 500
h0 0.01 eV, sigma 0.125 A, gamma 10, dx 0.0625 A, dt 0.009766 ps
kT 0.025852 eV, beta*V0 9.6704, beta*h0 0.3868
T0 quadrature 19018.0 ps, T0 lattice solve 19018.0 ps
T0 7.8623e+08 a.u. of time, rate 1/T0 0.05258 1/ns
Kramers 18195.9 ps, with first correction 18901.5 ps
lambda1*T0 1.00008, lambda2/lambda1 6.356e+04
unbiased sup|survival-exponential| 8.13e-05
frozen bias: 0.10 eV at -a; optional 0.03 eV at 0; widths 0.15 A
well: <S>/T0 formula 1.0010, solve 1.0010, sup-exp 2.11e-04
well+barrier: <S>/T0 formula 2.3022, solve 2.3022, sup-exp 1.01e-04
well bias: alpha 11.714, escape-rate ratio from eigenvalues 11.716
KS 5% critical D: tabulated 0.0604, fitted mean 0.0489
false rejections: known mean 0.0490, naive fit 0.0050, calibrated 0.0478
tau 40 ps: run 1025.5 ps, hills 25.2, speed-up 18.5
  <S>/T0 1.055 +- 0.049, rate 0.04982 1/ns
  <S-sumDelta>/T0 1.022 +- 0.048
  eps 0.0332 +- 0.0020, quasi-static 0.0322, t_c 1.328 ps
  KS D 0.0364, p naive 5.10e-01, p calibrated 0.2812
tau 10 ps: run 389.3 ps, hills 38.4, speed-up 48.8
  <S>/T0 1.107 +- 0.056, rate 0.04749 1/ns
  <S-sumDelta>/T0 1.004 +- 0.052
  eps 0.1035 +- 0.0047, quasi-static 0.1023, t_c 1.035 ps
  KS D 0.0495, p naive 1.66e-01, p calibrated 0.0432
tau 2.5 ps: run 142.4 ps, hills 56.4, speed-up 133.6
  <S>/T0 1.316 +- 0.074, rate 0.03996 1/ns
  <S-sumDelta>/T0 0.986 +- 0.063
  eps 0.3298 +- 0.0127, quasi-static 0.3476, t_c 0.824 ps
  KS D 0.0794, p naive 3.44e-03, p calibrated 0.0002
tau 0.625 ps: run 51.4 ps, hills 81.7, speed-up 370.3
  <S>/T0 2.338 +- 0.186, rate 0.02249 1/ns
  <S-sumDelta>/T0 0.976 +- 0.132
  eps 1.3623 +- 0.0680, quasi-static 1.5600, t_c 0.851 ps
  KS D 0.2101, p naive 7.74e-20, p calibrated 0.0002
tau 0.1562 ps: run 18.8 ps, hills 119.9, speed-up 1010.5
  <S>/T0 7.085 +- 0.812, rate 0.00742 1/ns
  <S-sumDelta>/T0 -0.566 +- 0.465
  eps 7.6514 +- 0.5808, quasi-static 19.9699, t_c 1.196 ps
  KS D 0.3557, p naive 3.98e-57, p calibrated 0.0002
dln(eps)/dln(tau), two slowest: simulation -0.82, quasi-static -0.83
smallest calibrated p resolvable 0.00025
\end{verbatim}
